# Spin-Spin Zero-Field Splitting from a Kohn-Sham Determinant: a numerical check

```python
"""Spin-spin zero-field splitting (ZFS) tensor of a Kohn-Sham determinant.

Result under test, for total spin S >= 1:
  D_ab = C/(4S(2S-1)) * double integral of T_ab(r1-r2) f(r1,r2),
  T_ab(r) = (r^2 delta_ab - 3 r_a r_b)/r^5,
  f = m(r1) m(r2) - |rho_s(r1,r2)|^2,
  rho_s = spin-up minus spin-down density matrix, m(r) = rho_s(r,r),
  C = mu0 g^2 muB^2/(4 pi);
and its form in a periodic cell of volume Omega,
  (4 pi/Omega) sum_{G!=0} (G_a G_b/G^2 - delta_ab/3)
               * [|m(G)|^2 - sum_ij chi_ij |rho_ij(G)|^2],
  chi_ij = +1 (-1) for parallel (antiparallel) spin orbitals i, j.
Orbitals are combinations of normalized s Gaussians. Lengths are in
angstrom and energies in eV.
"""
from itertools import permutations
from math import factorial
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.special import gammainc

EYE3 = np.eye(3)
g_e = abs(sc.physical_constants["electron g factor"][0])
mu_B = sc.physical_constants["Bohr magneton"][0]
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
C = sc.mu_0 / (4 * np.pi) * (g_e * mu_B) ** 2 / sc.e * 1e30   # eV A^3
C_atomic = sc.fine_structure**2 * g_e**2 / 4 * hartree * bohr**3
assert abs(C / C_atomic - 1) < 1e-7
GHZ = sc.e / sc.h / 1e9                                       # GHz per eV


def smeared_kernel(R, eta):
    """T_ab averaged over a normalized Gaussian of exponent eta at R."""
    r2 = np.sum(R * R, axis=-1)
    safe = np.where(r2 > 1e-12, r2, 1.0)
    radial = np.where(r2 > 1e-12, gammainc(2.5, eta * r2) / safe**2.5, 0.0)
    tensor = r2[..., None, None] * EYE3 - 3 * R[..., :, None] * R[..., None, :]
    return radial[..., None, None] * tensor


def orthonormalize(coef, overlap):
    """Gram-Schmidt in the metric of the overlap matrix."""
    lower = np.linalg.cholesky(coef.T @ overlap @ coef)
    return coef @ np.linalg.inv(lower).T


def build_model(corners, exp_diffuse, exp_compact, admixture):
    """Three lobes, two Gaussians each; orbitals a1, e_x, e_y and a1(down)."""
    centres = np.vstack([corners, corners])
    ex = np.array([exp_diffuse] * 3 + [exp_compact] * 3, float)
    p = ex[:, None] + ex[None, :]
    prod = ex[:, None] * ex[None, :]
    dist2 = np.sum((centres[:, None] - centres[None, :]) ** 2, axis=-1)
    S = (4 * prod / p**2) ** 0.75 * np.exp(-prod / p * dist2)
    weighted = ex[:, None] * centres
    P = (weighted[:, None] + weighted[None, :]) / p[..., None]
    R = P[:, :, None, None] - P[None, None]
    eta = (p[:, :, None, None] * p[None, None]
           / (p[:, :, None, None] + p[None, None]))
    SS = S[:, :, None, None] * S[None, None]
    V = SS[..., None, None] * smeared_kernel(R, eta)
    contact = SS * (eta / np.pi) ** 1.5 * np.exp(-eta * np.sum(R * R, -1))
    second = SS[..., None, None] * R[..., :, None] * R[..., None, :]
    raw_up = np.array([[1, 1, 1, 0, 0, 0], [2, -1, -1, 0, 0, 0],
                       [0, 1, -1, 0, 0, 0]], float).T
    raw_down = np.array([[1, 1, 1] + [admixture] * 3], float).T
    return SimpleNamespace(centres=centres, ex=ex, S=S, V=V, SS=SS,
                           contact=contact, second=second,
                           up=orthonormalize(raw_up, S),
                           down=orthonormalize(raw_down, S))


def weights(up, down):
    """Direct and exchange coefficients of f in products of Gaussians."""
    M = up @ up.T - down @ down.T
    return np.einsum("pq,rs->pqrs", M, M), np.einsum("pr,qs->pqrs", M, M)


def contract(w, V):
    return np.einsum("pqrs,pqrsab->ab", w, V)


def zfs(model, up, down):
    S = (up.shape[1] - down.shape[1]) / 2
    direct, exchange = weights(up, down)
    return C / (4 * S * (2 * S - 1)) * contract(direct - exchange, model.V)


def axial(D):
    return D[2, 2] - 0.5 * (D[0, 0] + D[1, 1])


NONE = np.zeros((6, 0))

# --- smeared kernel against principal-value quadrature -------------------
eta_t, R_t = 0.8, 1.7
xc, wc = np.polynomial.legendre.leggauss(80)
xr, wr = np.polynomial.legendre.leggauss(240)
r_max = R_t + 9 / np.sqrt(eta_t)
r, w_r = 0.5 * r_max * (xr + 1), 0.5 * r_max * wr
gauss = (eta_t / np.pi) ** 1.5 * np.exp(
    -eta_t * (r[:, None] ** 2 + R_t**2 - 2 * r[:, None] * R_t * xc))
quadrature = 2 * np.pi * np.sum(w_r / r * (gauss @ (wc * (1 - 3 * xc**2))))
closed = smeared_kernel(np.array([0.0, 0.0, R_t]), eta_t)[2, 2]
assert abs(quadrature - closed) < 1e-8

# --- explicit many-electron wavefunctions --------------------------------
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
spin_half = np.array([sx, sy, sz])


def determinant(orbitals, spinors):
    """Normalized antisymmetric tensor, one index per electron."""
    n = len(orbitals)
    so = [np.kron(o, s) for o, s in zip(orbitals, spinors)]
    psi = np.zeros((len(so[0]),) * n, complex)
    for perm in permutations(range(n)):
        sign = np.linalg.det(np.eye(n)[list(perm)])
        term = np.array(1.0 + 0j)
        for k in perm:
            term = np.multiply.outer(term, so[k])
        psi += sign * term
    return psi / np.sqrt(factorial(n))


def total_spin(op, psi):
    """Apply the sum over electrons of a 2x2 spin operator."""
    big = np.kron(np.eye(psi.shape[0] // 2), op)
    return sum(np.moveaxis(np.tensordot(big, psi, axes=(1, k)), 0, k)
               for k in range(psi.ndim))


def pair_operator(model):
    """C * T_ab s_1a s_2b for electrons 1 and 2, in an orthonormal basis."""
    val, vec = np.linalg.eigh(model.S)
    half = vec @ np.diag(np.sqrt(val)) @ vec.T
    X = np.linalg.inv(half)
    V = np.einsum("pqrsab,pi,qj,rk,sl->ijklab", model.V, X, X, X, X,
                  optimize=True)
    W = np.einsum("pqrsab,aij,bkl->pirkqjsl", V, spin_half, spin_half,
                  optimize=True)
    return C * W.reshape(144, 144), half


def matrix_element(bra, W, ket):
    n = bra.ndim
    value = np.vdot(bra.reshape(144, -1), W @ ket.reshape(144, -1))
    return n * (n - 1) / 2 * value


def multiplet_matrix(top, S, W):
    """H_SS in the states M = S, S-1, ..., -S made by the lowering operator."""
    states, M = [top], S
    while M > -S + 0.1:
        norm = np.sqrt(S * (S + 1) - M * (M - 1))
        states.append(total_spin(sx - 1j * sy, states[-1]) / norm)
        M -= 1
    return np.array([[matrix_element(b, W, k) for k in states]
                     for b in states])


def effective_matrix(D, S):
    m = np.arange(S, -S - 0.5, -1)
    plus = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1)
    ops = [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]
    return sum(D[a, b] * ops[a] @ ops[b] for a in range(3) for b in range(3))


ALPHA, BETA = np.array([1, 0], complex), np.array([0, 1], complex)
exp_diffuse, exp_compact, admixture = 1.0, 2.5, 0.2
skew_corners = np.array([[1.2, 0.3, -0.4], [-0.9, 1.1, 0.5],
                         [-0.5, -1.2, 0.7]])
skew = build_model(skew_corners, exp_diffuse, exp_compact, admixture)
W_skew, half_skew = pair_operator(skew)
up_o = (half_skew @ skew.up).T
down_o = (half_skew @ skew.down).T

# Triplet with an identical closed shell, and quartet: whole spin matrices.
triplet = determinant([*up_o, up_o[0]], [ALPHA] * 3 + [BETA])
D_triplet = zfs(skew, skew.up, skew.up[:, :1])
H_triplet = multiplet_matrix(triplet, 1.0, W_skew)
dev_triplet = np.abs(H_triplet - effective_matrix(D_triplet, 1.0)).max()
quartet = determinant([*up_o], [ALPHA] * 3)
D_quartet = zfs(skew, skew.up, NONE)
H_quartet = multiplet_matrix(quartet, 1.5, W_skew)
dev_quartet = np.abs(H_quartet - effective_matrix(D_quartet, 1.5)).max()
assert dev_triplet < 1e-9 * np.abs(D_triplet).max()
assert dev_quartet < 1e-9 * np.abs(D_quartet).max()

# Spin-polarized determinant, quantized along several directions.
D_skew = zfs(skew, skew.up, skew.down)
for n in ([1, 0, 0], [0, 0, 1], [1, 2, -1], [2, -1, 3]):
    n = np.array(n) / np.linalg.norm(n)
    _, vec = np.linalg.eigh(np.einsum("a,aij->ij", n, spin_half))
    psi = determinant([*up_o, down_o[0]], [vec[:, 1]] * 3 + [vec[:, 0]])
    energy = matrix_element(psi, W_skew, psi).real
    assert abs(energy - 0.5 * n @ D_skew @ n) < 1e-9 * np.abs(D_skew).max()


# --- periodic cell: orbitals on a grid, pair densities by FFT ------------
def cell_integral(model, L, spacing=0.2):
    N = int(round(L / spacing))
    x = np.arange(N) * L / N
    basis_1d = []
    for centre, a in zip(model.centres, model.ex):
        basis_1d.append([(2 * a / np.pi) ** 0.25 * sum(
            np.exp(-a * (x - c - k * L) ** 2) for k in (-1, 0, 1))
            for c in centre])
    b = np.array(basis_1d)
    coef = np.hstack([model.up, model.down])
    orbs = [np.einsum("k,kx,ky,kz->xyz", c, b[:, 0], b[:, 1], b[:, 2],
                      optimize=True) for c in coef.T]
    sign = [1] * model.up.shape[1] + [-1] * model.down.shape[1]
    spin_G = np.zeros((N, N, N), complex)
    exchange = np.zeros((N, N, N))
    for i in range(len(orbs)):
        for j in range(i, len(orbs)):
            rho = np.fft.fftn(orbs[i] * orbs[j]) * (L / N) ** 3
            if i == j:
                spin_G += sign[i] * rho
            exchange += (1 if i == j else 2) * sign[i] * sign[j] * (
                rho.real**2 + rho.imag**2)
    w = np.abs(spin_G) ** 2 - exchange
    w[0, 0, 0] = 0.0
    k = 2 * np.pi * np.fft.fftfreq(N, d=L / N)
    G = [k[:, None, None], k[None, :, None], k[None, None, :]]
    G2 = G[0] ** 2 + G[1] ** 2 + G[2] ** 2
    G2[0, 0, 0] = 1.0
    w_over = w / G2
    out = np.array([[np.sum(G[a] * G[c] * w_over) for c in range(3)]
                    for a in range(3)])
    return 4 * np.pi / L**3 * (out - EYE3 * w.sum() / 3)


# Leading image error in a cubic cell, from an explicit lattice sum.
axis = np.arange(-30, 31)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
R2 = (nx**2 + ny**2 + nz**2).astype(float)
keep = (R2 > 0) & (R2 <= 900)
cos2 = nz[keep] ** 2 / R2[keep]
lattice_P4 = np.sum((35 * cos2**2 - 30 * cos2 + 3) / 8 / R2[keep] ** 2.5)
c4 = 2.5 * lattice_P4


def image_error(model, L):
    direct, exchange = weights(model.up, model.down)
    Q = contract(direct - exchange, model.second)
    hess = -24 / 5 * Q
    for a in range(3):
        hess[a, a] = 12 / 5 * (3 * Q[a, a] - np.trace(Q))
    return -c4 / L**5 * hess


L_skew = 16.0
I_free = D_skew * 4 / C
I_cell = cell_integral(skew, L_skew)
lead = image_error(skew, L_skew)
residual = np.abs(I_cell - I_free - lead).max()
assert residual < 1e-3 * np.abs(I_free).max()
assert residual < 0.2 * np.abs(lead).max()

# --- worked example: symmetric triangle ----------------------------------
radius = 1.5
angles = np.array([0, 2, 4]) * np.pi / 3
corners = radius * np.array([np.cos(angles), np.sin(angles), 0 * angles]).T
tri = build_model(corners, exp_diffuse, exp_compact, admixture)
side = np.linalg.norm(corners[0] - corners[1])
a1, e_pair = tri.up[:, :1], tri.up[:, 1:]

D_e = zfs(tri, e_pair, NONE)
D_closed = zfs(tri, tri.up, a1)
D_pol = zfs(tri, tri.up, tri.down)
assert np.abs(D_e - D_closed).max() < 1e-10 * np.abs(D_e).max()
assert abs(D_pol[0, 0] - D_pol[1, 1]) < 1e-9 * abs(D_pol[2, 2])
assert abs(np.trace(D_pol)) < 1e-9 * abs(D_pol[2, 2])

direct, exchange = weights(e_pair, NONE)
D_direct = C / 4 * contract(direct, tri.V)
D_exchange = -C / 4 * contract(exchange, tri.V)
pair_count = np.sum((direct - exchange) * tri.SS)
assert abs(pair_count - 2) < 1e-10            # 2S(2S-1) for S = 1
d_pol, x_pol = weights(tri.up, tri.down)
contact_direct = np.sum(d_pol * tri.contact)
contact_total = np.sum((d_pol - x_pol) * tri.contact)
assert abs(contact_total) < 1e-10 * contact_direct

# Narrow lobes must behave as point dipoles at the corners.
D_point = 0.75 * C / side**3
narrow = build_model(corners, 40.0, 90.0, admixture)
D_narrow = axial(zfs(narrow, narrow.up[:, 1:], NONE))
assert abs(D_narrow / D_point - 1) < 1e-6


def pair_D(ci, cj, chi):
    """Axial contribution of one pair of spin orbitals, S = 1."""
    w = (np.einsum("p,q,r,s->pqrs", ci, ci, cj, cj)
         - np.einsum("p,q,r,s->pqrs", ci, cj, ci, cj))
    return axial(C / 2 * chi * contract(w, tri.V))


u, dn = tri.up.T, tri.down[:, 0]
pair_ee = pair_D(u[1], u[2], 1)
pair_up = pair_D(u[0], u[1], 1) + pair_D(u[0], u[2], 1)
pair_down = pair_D(dn, u[1], -1) + pair_D(dn, u[2], -1)
pair_aa = pair_D(u[0], dn, -1)
assert abs(pair_ee + pair_up + pair_down + pair_aa
           - axial(D_pol)) < 1e-9 * axial(D_pol)


def without_flip_flop(up, down):
    """Keep exchange between parallel spins only."""
    Pu, Pd = up @ up.T, down @ down.T
    w = weights(up, down)[0] - sum(
        np.einsum("pr,qs->pqrs", P, P) for P in (Pu, Pd))
    return axial(C / 4 * contract(w, tri.V))


D_no_flip = without_flip_flop(tri.up, a1)
assert abs(D_no_flip / axial(D_closed) - 1) > 1e-3

# Spin contamination and the projected triplet.
W_tri, half_tri = pair_operator(tri)
psi = determinant([*(half_tri @ tri.up).T, half_tri @ dn],
                  [ALPHA] * 3 + [BETA])
S2_psi = (total_spin(sx - 1j * sy, total_spin(sx + 1j * sy, psi)) + 2 * psi)
S2_explicit = np.vdot(psi, S2_psi).real
overlap_down = tri.up.T @ tri.S @ dn
S2_formula = 2 + 1 - np.sum(overlap_down**2)
assert abs(S2_explicit - S2_formula) < 1e-10
projected = (6 * psi - S2_psi) / 4
projected /= np.linalg.norm(projected)
D_projected = 1.5 * 2 * matrix_element(projected, W_tri, projected).real

# Convergence with cubic cell edge.
edges = [10.0, 12.0, 15.0, 20.0]
D_cells = [axial(C / 4 * cell_integral(tri, L)) for L in edges]
errors = [d - axial(D_pol) for d in D_cells]
predicted = [axial(C / 4 * image_error(tri, L)) for L in edges]
exponent = -np.log(errors[3] / errors[2]) / np.log(edges[3] / edges[2])
assert abs(exponent - 5) < 0.2
assert abs(errors[3] / predicted[3] - 1) < 0.05

# --- output --------------------------------------------------------------
print(f"Coupling constant C: {C:.5e} eV A^3")
print(f"Smeared kernel zz, quadrature: {quadrature:.8f} A^-3")
print(f"Smeared kernel zz, closed form: {closed:.8f} A^-3")
print(f"  at exponent {eta_t} A^-2 and distance {R_t} A")
print(f"Spin-matrix deviation, S=1: {dev_triplet:.1e} eV")
print(f"Spin-matrix deviation, S=3/2: {dev_quartet:.1e} eV")
print(f"Low-symmetry centre, cubic cell edge: {L_skew:.1f} A")
print(f"  largest |integral|, isolated: {np.abs(I_free).max():.6f} A^-3")
print(f"  xy integral, isolated: {I_free[0, 1]:.6f} A^-3")
print(f"  xy integral, cell: {I_cell[0, 1]:.6f} A^-3")
print(f"  largest leading image term: {np.abs(lead).max():.2e} A^-3")
print(f"  largest residual after it: {residual:.2e} A^-3")
print("Triangle model")
print(f"  lobe distance from axis: {radius:.2f} A")
print(f"  lobe-lobe distance: {side:.4f} A")
print(f"  diffuse exponent: {exp_diffuse:.2f} A^-2")
print(f"  compact exponent: {exp_compact:.2f} A^-2")
print(f"  compact admixture in a1(down): {admixture:.2f} (no unit)")
print(f"D point-dipole estimate: {D_point:.4e} eV")
print(f"D direct part, e pair: {axial(D_direct):.4e} eV")
print(f"D exchange part, e pair: {axial(D_exchange):.4e} eV")
print(f"D total, e pair: {axial(D_e):.4e} eV = {axial(D_e)*GHZ:.4f} GHz")
print(f"D with identical a1 shell: {axial(D_closed):.4e} eV")
print(f"D same, flip-flop exchange omitted: {D_no_flip:.4e} eV")
print(f"D polarized: {axial(D_pol):.4e} eV = {axial(D_pol)*GHZ:.4f} GHz")
print(f"  D_zz polarized: {D_pol[2, 2]:.4e} eV")
print(f"  D_xx polarized: {D_pol[0, 0]:.4e} eV")
print(f"  pair e_x,e_y: {pair_ee:.4e} eV")
print(f"  pairs a1(up) with e: {pair_up:.4e} eV")
print(f"  pairs a1(down) with e: {pair_down:.4e} eV")
print(f"  pair a1(up),a1(down): {pair_aa:.4e} eV")
print(f"<S^2> of polarized determinant: {S2_explicit:.6f} (hbar^2)")
print(f"D of spin-projected triplet: {D_projected:.4e} eV")
print(f"Contact density, direct part: {contact_direct:.5f} A^-3")
print(f"Contact density, with exchange: {contact_total:.1e} A^-3")
print(f"Lattice sum of P4/R^5: {lattice_P4:.5f} (no unit)")
print(f"Lattice coefficient c4: {c4:.5f} (no unit)")
for L, d, err, pre in zip(edges, D_cells, errors, predicted):
    print(f"Cell {L:.0f} A: D {d:.4e}, error {err:.3e}, L^-5 term {pre:.3e} eV")
print(f"Error exponent, 15 to 20 A: {exponent:.3f} (no unit)")
print("ALL CHECKS PASSED")
```

Printed output:

```
Coupling constant C: 2.15224e-04 eV A^3
Smeared kernel zz, quadrature: -0.21841401 A^-3
Smeared kernel zz, closed form: -0.21841401 A^-3
  at exponent 0.8 A^-2 and distance 1.7 A
Spin-matrix deviation, S=1: 2.5e-20 eV
Spin-matrix deviation, S=3/2: 9.5e-21 eV
Low-symmetry centre, cubic cell edge: 16.0 A
  largest |integral|, isolated: 0.092960 A^-3
  xy integral, isolated: 0.015994 A^-3
  xy integral, cell: 0.015991 A^-3
  largest leading image term: 1.38e-04 A^-3
  largest residual after it: 1.30e-06 A^-3
Triangle model
  lobe distance from axis: 1.50 A
  lobe-lobe distance: 2.5981 A
  diffuse exponent: 1.00 A^-2
  compact exponent: 2.50 A^-2
  compact admixture in a1(down): 0.20 (no unit)
D point-dipole estimate: 9.2044e-06 eV
D direct part, e pair: 9.7306e-06 eV
D exchange part, e pair: -9.5002e-07 eV
D total, e pair: 8.7805e-06 eV = 2.1231 GHz
D with identical a1 shell: 8.7805e-06 eV
D same, flip-flop exchange omitted: 6.0755e-06 eV
D polarized: 9.1405e-06 eV = 2.2102 GHz
  D_zz polarized: 6.0937e-06 eV
  D_xx polarized: -3.0468e-06 eV
  pair e_x,e_y: 8.7805e-06 eV
  pairs a1(up) with e: 1.8312e-05 eV
  pairs a1(down) with e: -1.7873e-05 eV
  pair a1(up),a1(down): -7.9103e-08 eV
<S^2> of polarized determinant: 2.007896 (hbar^2)
D of spin-projected triplet: 8.8876e-06 eV
Contact density, direct part: 0.22079 A^-3
Contact density, with exchange: 7.8e-18 A^-3
Lattice sum of P4/R^5: 3.10822 (no unit)
Lattice coefficient c4: 7.77056 (no unit)
Cell 10 A: D 9.3428e-06, error 2.022e-07, L^-5 term 2.042e-07 eV
Cell 12 A: D 9.2218e-06, error 8.128e-08, L^-5 term 8.207e-08 eV
Cell 15 A: D 9.1672e-06, error 2.668e-08, L^-5 term 2.689e-08 eV
Cell 20 A: D 9.1469e-06, error 6.350e-09, L^-5 term 6.381e-09 eV
Error exponent, 15 to 20 A: 4.991 (no unit)
ALL CHECKS PASSED
```
